# The diagonal Born–Oppenheimer correction from overlaps at displaced geometries, part 2

The diagonal Born–Oppenheimer correction (DBOC) is computed from the overlap \(S\) of a normalised electronic state \(\psi\) at two geometries, in Hartree atomic units. Here \(x\) is one coordinate of a nucleus of mass \(M\), a prime is \(\partial/\partial x\), and \(h\) is the full separation of the geometries \(x\pm h/2\), with states \(\psi_\pm\). The estimator is \(D(h)=(1-|S|)/h^2\), and each coordinate contributes \(D/M\). With
\[
g=\langle\psi'|\psi'\rangle-|\langle\psi|\psi'\rangle|^2
\]
and \(k=\langle\psi''|\psi''\rangle\), a smooth real state gives
\[
D(h)=\frac g2-ch^2+O(h^4),\qquad c=\frac{2k-g''}{48}.
\]
In \((1-S^2)/2h^2\) and \(-\ln S/h^2\), \(c\) becomes \(c+g^2/8\) and \(c-g^2/8\). The one-sided overlap, between \(x\) and \(x+h\), gives
\[
D_+(h)=\frac g2+\frac{g'}{4}h-c_3h^2+\dots,\qquad c_3=\frac{k-2g''}{24},
\]
and \(D_-\) is the value for the step \(-h\).

Richardson extrapolation, \(R(h)=[4D(h/2)-D(h)]/3\), removes the \(h^2\) term and multiplies an \(h^4\) term by \(-1/4\). For the hydrogen atom, the cusp brings in an odd power:
\[
D(h)=\frac16-\frac{h^2}{24}+\frac{h^3}{45}+\dots
\]

A state error of size \(\delta\) orthogonal to \(\psi_\pm\) changes \(D\) by a linear term of at most \(2\delta\sqrt g/h\) and a quadratic term of at most \(2\delta^2/h^2\).

For determinants of orthonormal orbitals \(\phi_i\), expanded in basis functions \(\chi_\mu\) with coefficients \(C\), \(S=d_\alpha d_\beta\), one factor per spin. An orthogonal mixing \(O\) of the occupied orbitals of one spin multiplies its factor by \(\det O=\pm1\).

The matrix model is the lowest state of a real \(4\times4\) matrix quadratic in \(x\), at \(x=0.25\). The crossing model is \(H=\begin{pmatrix}-ax&V\\V&ax\end{pmatrix}\), centred at \(x=0\).

The scan is of \(D-g/2\) for Li displaced along the bond in LiH (Hartree–Fock, cc-pVDZ, bond length 3.0 bohr): \(-6.5\times10^{-4}\) bohr\(^{-2}\) at \(h=10^{-2}\) bohr, \(-7.4\times10^{-8}\) at \(10^{-4}\) and \(-6.8\times10^{-4}\) at \(10^{-6}\).

## Cancellation of digits

Errors along \(\psi\) itself have no such protection. Norm errors \(\psi_\pm(1+\epsilon_\pm)\) change \(D\) by \(-(\epsilon_++\epsilon_-)/h^2\), and any absolute error \(\eta\) in \(S\) changes it by \(\eta/h^2\). Dividing \(S\) by the computed norms removes the norm error of the solver. Rounding remains: double-precision numbers just below 1 are spaced by half the machine epsilon \(\varepsilon=2.22\times10^{-16}\), and the integrals and sums that build \(S\) add their own rounding. Taking \(\eta\) as the root-mean-square error of \(S\), the two errors have combined size
\[
e(h)=|c|h^2+\frac{\eta}{h^2},\qquad e'(h)=2|c|h-\frac{2\eta}{h^3}=0\;\Rightarrow\;h^*=\left(\frac{\eta}{|c|}\right)^{1/4},\quad e(h^*)=2\sqrt{|c|\eta}.
\]
This is an estimate of scale for errors that add in the same direction. A single evaluation draws a rounding error of either sign and may fall below or above it. Richardson extrapolation combines \(16\eta/3h^2\) from the short step with \(\eta/3h^2\) from the long one, about \(5.3\,\eta/h^2\) for independent errors, and so belongs at steps well above \(h^*\).

The step carries rounding too. An error \(\Delta h\sim\varepsilon|x|\) in the stored separation changes \(D\propto h^{-2}\) by \(2(\Delta h/h)(g/2)\). Using the difference of the stored coordinates as \(h\) removes it.

For vectors in a fixed orthonormal basis, \(1-S=\tfrac12\|\psi_+-\psi_-\|^2\) once the sign is fixed. If rounding adds a vector \(\mathbf e\) of size \(\sim\varepsilon\) to the difference \(h\psi'\), the right side changes by \(h\langle\psi'|\mathbf e\rangle+\tfrac12\|\mathbf e\|^2\), and \(D\) by about \(\varepsilon\sqrt g/h\). An error vector this small presumes a matrix whose norm is comparable to the gap above the state, as in the model used here; the rounding error of an eigenvector grows with the ratio of norm to gap. In the matrix model, with 40 samples at each step size, the root-mean-square error of the \(1-S\) form goes from \(1.2\times10^{-6}\) near \(h=10^{-5}\) to \(9.7\times10^{-3}\) near \(10^{-7}\), a logarithmic slope of \(-1.96\). That of the norm form goes from \(1.1\times10^{-11}\) to \(1.1\times10^{-9}\), slope \(-0.99\). When the basis functions move with the nuclei, the coefficient vectors refer to different bases, and the squared norm assembled from overlap integrals is \(\langle\psi_+|\psi_+\rangle+\langle\psi_-|\psi_-\rangle-2S\). That is again a small difference of numbers near 1, and the \(\eta/h^2\) error returns.

## An analytic reference for closed-shell Hartree–Fock

The derivative of a determinant is the sum of determinants with one spin orbital \(\phi_i\) replaced by \(\phi_i'\). The components of \(\phi_i'\) along other occupied orbitals produce two equal columns and vanish, and \(\langle\phi_i|\phi_i'\rangle=0\). What remains is \(Q\phi_i'\), with \(Q=1-\sum_j|\phi_j\rangle\langle\phi_j|\), and replacements of different \(i\) are mutually orthogonal. Counting both spins, \(g=2\sum_i\|Q\phi_i'\|^2\) over spatial orbitals. Let \(C'=CU\), so \(\phi_i'=\sum_\mu\chi_\mu'C_{\mu i}+\sum_p\phi_pU_{pi}\), where \(Q\) keeps only virtual \(p=a\) in the second sum. With \(W_{\mu\nu}=\langle\chi_\mu'|\chi_\nu'\rangle\), \(B_{\mu\nu}=\langle\chi'_\mu|\chi_\nu\rangle\) and occupied and virtual blocks \(C_o,C_v\), expanding the square gives
\[
g=2\left[\operatorname{tr}C_o^TWC_o-\sum_{ij}(C_o^TBC_o)_{ij}^2+2\operatorname{tr}C_o^TBC_vU_{vo}+\sum_{ai}U_{ai}^2\right].
\]
Let \(S^1\) and \(F^1\) be the derivatives of the overlap and Fock matrices at fixed coefficients, in the basis of canonical orbitals with energies \(\varepsilon_p\). Orthonormality gives \(U+U^T=-S^1\). The density \(P=2C_oC_o^T\) changes by \(P'_{ij}=2(U_{ij}+U_{ji})=-2S^1_{ij}\) and \(P'_{bj}=P'_{jb}=2U_{bj}\). The two-electron part of the Fock matrix is \(G[P]_{pq}=\sum_{rs}P_{rs}[(pq|rs)-\tfrac12(pr|qs)]\). Differentiating the condition \(F_{ai}=0\) gives \(F^1_{ai}+\varepsilon_aU_{ai}+\varepsilon_iU_{ia}+G[P']_{ai}=0\). Inserting \(U_{ia}=-S^1_{ai}-U_{ai}\), and summing the \(bj\) and \(jb\) elements in \(G\), yields the coupled-perturbed Hartree–Fock (CPHF) equations
\[
(\varepsilon_a-\varepsilon_i)U_{ai}+\sum_{bj}\left[4(ai|bj)-(ab|ij)-(aj|bi)\right]U_{bj}=-F^1_{ai}+\varepsilon_iS^1_{ai}-G[-2S^1_{oo}]_{ai}.
\]

## Algorithm and worked example

For each coordinate, converge the state at \(x\pm h/2\) and \(x\pm h/4\) so that the state error is small beside the term \(ch^2\) that the extrapolation removes (for errors unrelated between the geometries, \(\delta\ll|c|h^3/\sqrt g\) is sufficient, since it gives \(2\delta\sqrt g/h\ll|c|h^2\), whereas \(\delta\ll h\sqrt g\) keeps the error small only beside \(g/2\)), form the normalised \(|S|\) for both pairs, and reject the step if \(|S|\) is not close to 1, a test that is necessary but does not by itself show that \(|c|h^2\ll g/2\). Divide by the square of the stored separation, extrapolate, divide by \(M\) and sum. Without a reference value, a third step \(h/4\) checks the order, since successive differences of \(D\) should stand in the ratio 4.

The example is \(^7\)LiH along \(z\) at the round bond length 3.0 bohr, in restricted Hartree–Fock with the cc-pVDZ basis (19 functions, \(E=-7.98356453\) hartree) and Newton-converged orbitals. The Li nuclear mass, 12786.393, is the atomic mass 7.016004 u less three electron masses, electronic binding energy neglected. The first three columns are in bohr\(^{-2}\), and \(y\) equals \(x\) by symmetry.

| | \(g/2\), CPHF | \(D(0.01)\) | \(D(0.005)\) | \(g/2M\), cm\(^{-1}\) |
|---|---|---|---|---|
| Li \(x\) | 2.46347981 | 2.46283006 | 2.46331713 | 42.2849 |
| Li \(z\) | 2.44783131 | 2.44718226 | 2.44766881 | 42.0163 |
| H \(x\) | 0.17173083 | 0.17172684 | 0.17172983 | 20.5269 |
| H \(z\) | 0.17029857 | 0.17029443 | 0.17029754 | 20.3557 |

For Li \(z\), \(2.44783131/12786.393=1.91440\times10^{-4}\) hartree, which times 219474.631 is 42.0163 cm\(^{-1}\). The total is \(2(42.2849)+42.0163+2(20.5269)+20.3557=187.9956\) cm\(^{-1}\), or \(8.5657\times10^{-4}\) hartree. Relative to the CPHF total 187.99566, the overlaps give 187.96076 at \(h=0.01\) (error \(-0.0349\)) and 187.98692 at \(h=0.005\) (error \(-0.0087\)), and \((4\times187.98692-187.96076)/3=187.99564\), low by about \(1\times10^{-7}\) of the total. These digits compare two numerical routes to one model. The model omits correlation, basis-set completeness, relativity and non-adiabatic terms, and its result is 188 cm\(^{-1}\). The basis alone moves this last digit: at the same geometry the Hartree–Fock total is 189.2 cm\(^{-1}\) in cc-pVTZ and 189.5 cm\(^{-1}\) in cc-pVQZ, and in cc-pVQZ \(g/2\) is 2.434 bohr\(^{-2}\) for Li \(z\) and 0.179 bohr\(^{-2}\) for H \(x\).

For H \(z\), one-sided steps \(\pm0.005\) give \(D_+=0.17029031\) and \(D_-=0.17030467\). Half their difference divided by \(h\) is \(-1.4364\times10^{-3}\) bohr\(^{-3}\), against \(g'/4=-1.4365\times10^{-3}\) from CPHF at the displaced geometries. Their errors, \(-8.3\times10^{-6}\) and \(+6.1\times10^{-6}\) bohr\(^{-2}\), compare with \(-1.0\times10^{-6}\) for the centred form at the same step. Mixing the occupied \(\alpha\) orbitals at the displaced geometry by an orthogonal matrix of determinant \(-1\), with the \(\beta\) orbitals unchanged, gives \(S=-0.9999957427\), so the quotient is \(1.9999957427/0.005^2=79999.8\) and the false contribution \(9.562\times10^{6}\) cm\(^{-1}\).

For Li \(z\), the error at \(h=0.005\) gives \(c=6.50\) bohr\(^{-4}\), and six steps near \(3\times10^{-6}\) bohr give \(\eta=5.8\times10^{-16}\), about \(2.6\,\varepsilon\). Then \(h^*=(5.8\times10^{-16}/6.50)^{1/4}=9.7\times10^{-5}\) bohr and \(2\sqrt{c\eta}=1.2\times10^{-7}\) bohr\(^{-2}\). The error observed at \(h^*\) is \(-4.3\times10^{-8}\), at \(10h^*\) it is \(-6.16\times10^{-6}\) as \(-ch^2\) requires, and near \(3\times10^{-6}\) bohr its root-mean-square value is \(3.6\times10^{-5}\). In the scan, \(-7.4\times10^{-8}\) at \(h=10^{-4}\) is the truncation \(-6.5\times10^{-8}\) plus rounding, and \(-6.8\times10^{-4}\) at \(h=10^{-6}\) is of the size \(\eta/h^2=5.8\times10^{-4}\). The value \(-4.8\times10^{-7}\) at \(h=10^{-5}\) is twelve times below \(\eta/h^2=5.8\times10^{-6}\); it is one draw of the rounding error and gives no assurance about neighbouring steps.

The error ratios on halving are 4.000 for H and 3.994 for Li. The printed errors identify the next term for Li \(z\). Divided by \(-h^2\) they are 6.503, 6.500 and 6.490 at \(h=0.001\), 0.005 and 0.01. The deficits below the value at \(h=0.001\), which carries a rounding uncertainty \(\eta/h^4\approx6\times10^{-4}\), are 0.003 and 0.013. They are closer to the ratio 4 of an \(h^4\) term in \(D\) than to the ratio 2 of an \(h^3\) term. A Gaussian basis has no cusp and finite momentum moments, so the series for \(D\) is even as \(h\to0\). The overlap of two displaced Gaussians of exponents \(\alpha,\beta\) carries the factor \(e^{-\alpha\beta h^2/(\alpha+\beta)}\), whose series in \(h^2\) falls off quickly when \(h\) is short beside the width \(\alpha^{-1/2}\). For the tightest Li function in cc-pVDZ this width is about 0.03 bohr, and a basis with tighter functions shortens the range of steps over which this argument applies. An \(h^4\) term of \(0.013\times10^{-4}\) at \(h=0.01\) corresponds to a Richardson remainder of \(-\tfrac14(1.3\times10^{-6})=-3.3\times10^{-7}\), and the observed one is \(2.44783100-2.44783131=-3.1\times10^{-7}\) bohr\(^{-2}\). This agreement uses the same errors at \(h=0.005\) and 0.01 and is not a separate test of the order. At \(h=0.1\) the error \(-5.853\times10^{-2}\) gives a deficit of 0.65, half the 1.3 that pure \(h^4\) behaviour would give. At that step terms beyond \(h^4\) are therefore no longer negligible. At \(h=0.01\) the amplified rounding of the extrapolation, \(5.3\,\eta/h^2\approx3\times10^{-11}\), is four orders below its remainder, so a shorter pair of steps would lower the error further in this example.

## Numbers as computed

```
M(p) = 1836.1527 m_e, M(7Li nucleus) = 12786.393 m_e, 1 hartree = 219474.631 cm^-1
H: g = 0.33333333 bohr^-2, k = 1.00000000 bohr^-4, S(0.7) = 0.9253039494
H: series of 1-S, h^2,h^4,h^5 coefficients: 1/6, -1/24, 1/45
H: Richardson remainder/h^3 at h=1e-3: -3.701968e-03 bohr^-5
H: DBOC = 2.723085e-04 Eh = 59.765 cm^-1; reduced-mass shift 2.721603e-04 Eh
model x0=0.25: g=0.41530521 g'=0.30392024 g''=-3.53526627 k=0.66290362
model one-sided g'/4: measured 0.07597684, formula 0.07598006
model centred c: measured 0.10127236, formula 0.10127236
model three-point c3: measured 0.32222651, formula 0.32222651
model (1-S^2)/2 form: measured 0.12283217, formula 0.12283217
model -ln S form: measured 0.07971256, formula 0.07971256
state error delta=1e-4, h=1e-3: dD=-5.375654e-02, linear -6.690730e-02, quadratic 1.315075e-02
same delta, smooth in x: dD=3.964e-06
rms rounding of D, 1-S form: 1.2e-06 (h~1e-5), 9.7e-03 (h~1e-7), slope -1.96
rms rounding of D, norm form: 1.1e-11, 1.1e-09, slope -0.99
complex model: g/2=0.17609496, errors h=0.02,0.01: -1.221e-05, -3.053e-06
crossing a=0.1, V=0.001, h=0.002: |S|=0.995037, D=1240.70, g/2=1250.00 bohr^-2
crossing a=0.1, V=0.001, h=0.1: |S|=0.196116, D=80.39, g/2=1250.00 bohr^-2
LiH RHF/cc-pVDZ, R=3.0 bohr (z axis), 19 functions: E = -7.98356453 Eh
coord: g/2 CPHF, D(0.01), D(0.005), Richardson [bohr^-2]; error ratio; g/2M [cm^-1]
Li x: 2.46347981 2.46283006 2.46331713 2.46347949; 3.994; 42.2849
Li z: 2.44783131 2.44718226 2.44766881 2.44783100; 3.994; 42.0163
H x: 0.17173083 0.17172684 0.17172983 0.17173083; 4.000; 20.5269
H z: 0.17029857 0.17029443 0.17029754 0.17029857; 4.000; 20.3557
DBOC CPHF: 8.565712475e-04 Eh = 187.99566 cm^-1
DBOC h=0.01: 8.564122506e-04 Eh = 187.96076 cm^-1
DBOC h=0.005: 8.565314427e-04 Eh = 187.98692 cm^-1
DBOC Richardson: 8.565711733e-04 Eh = 187.99564 cm^-1
H z one-sided h=+-0.005: D+=0.17029031, D-=0.17030467 bohr^-2
odd part/h = -1.436415e-03, CPHF g'/4 = -1.436548e-03 bohr^-3
alpha orbitals reflected: S=-0.9999957427, D=79999.8 bohr^-2, D/M=9.562e+06 cm^-1
Li z scan h=1e-01 bohr: D - g/2 = -5.853e-02 bohr^-2
Li z scan h=1e-02 bohr: D - g/2 = -6.490e-04 bohr^-2
Li z scan h=1e-03 bohr: D - g/2 = -6.503e-06 bohr^-2
Li z scan h=1e-04 bohr: D - g/2 = -7.365e-08 bohr^-2
Li z scan h=1e-05 bohr: D - g/2 = -4.844e-07 bohr^-2
Li z scan h=1e-06 bohr: D - g/2 = -6.777e-04 bohr^-2
Li z: c = 6.5000 bohr^-4, eta = 5.8e-16, machine eps = 2.22e-16
h* = 9.7e-05 bohr, 2 sqrt(c eta) = 1.2e-07, error at h* = -4.3e-08 bohr^-2
error at 10h* = -6.16e-06, rms error at h~3e-6 = 3.6e-05 bohr^-2
```
